# Why compact defect levels barely move when hybrid functionals shift band edges

## The situation

A deep donor in an insulator is computed twice, once with a semilocal functional and once with a hybrid. The hybrid gap is larger, and the donor level, measured from the valence edge, has moved by several tenths of an electronvolt. When both calculations are placed on one electrostatic potential scale, the two donor levels often nearly coincide, and the band edges are what has moved.

This describes the observation but does not explain it. The edges are properties of the host, and their motion cannot by itself hold a defect level still. The question is why the same change of functional acts strongly on a band state and weakly on a compact one. Below, the contributions to each shift are separated and weighed, first in general and then in a model solved self-consistently.

## What is compared

Let \(E(N)\) be the energy of the neutral defect cell and \(E(N-1)\) that of the positive one, at the same nuclear positions. With electrons supplied at Fermi energy \(E_F\), the two charge states are equally stable when \(E(N-1)+E_F=E(N)\). The transition level is therefore

\[
\varepsilon(+/0)=E(N)-E(N-1).
\]

It is a total-energy difference, not a Kohn-Sham eigenvalue. A constant \(c\) added to the potential energy of every electron raises it by \(c\), so a comparison needs a common zero.

The hybrid energy is

\[
E_\alpha=E_0+\alpha D,\qquad D=E_x^{F}-E_x^{sl},
\]

where \(E_0\) is the semilocal functional, \(E_x^F\) the Fock exchange energy and \(E_x^{sl}\) the semilocal one.

**The model.** Fully spin-polarized electrons move on a ring and repel each other with \(w(u)=Ae^{-|u|/R}\), where \(A=4\) eV and \(R=6\) Å. Each 3 Å cell holds a unit ion charge, a Gaussian well of depth 20 eV and one electron. A defect is one cell with a shallower well, which lifts a level out of the valence band. Correlation, spin pairing, three-dimensional screening and lattice relaxation are left out. The equations are solved on a grid of step 0.375 Å, and the numbers below belong to that grid: because \(w\) has a cusp, levels carry a grid error of up to about 0.01 eV, edge shifts about 0.002 eV, and the small shift of the defect level about 5% of its value. For real orbitals with density matrix \(\gamma(x,x')=\sum_{occ}\varphi_i(x)\varphi_i(x')\),

\[
E_x^F=-\tfrac12\iint w(x-x')\,\gamma(x,x')^2\,dx\,dx'.
\]

The semilocal partner is the local-density form. In the uniform polarized gas \(k_F=\pi n\) and \(\gamma=\sin(\pi nu)/(\pi u)\), so the exchange energy per length is

\[
e_x(n)=-\tfrac12\int_{-\infty}^{\infty} w(u)\frac{\sin^2(\pi nu)}{(\pi u)^2}\,du .
\]

Since \(\partial_n\sin^2(\pi nu)=\pi u\sin(2\pi nu)\), and the integrand is even,

\[
v_x=\frac{de_x}{dn}=-\frac{A}{\pi}\int_0^\infty e^{-u/R}\,\frac{\sin(2\pi nu)}{u}\,du=-\frac{A}{\pi}\arctan(Bn),\qquad B=2\pi R .
\]

The last integral follows from \(\int_0^\infty e^{-pu}\cos(qu)\,du=p/(p^2+q^2)\), integrated over \(q\) from zero. Integrating \(v_x\) over \(n\) gives

\[
e_x=-\frac A\pi\left[n\arctan(Bn)-\frac{\ln(1+B^2n^2)}{2B}\right].
\]

## Contribution 1: the potential scale

In the model the interaction has finite range, so a neutral region has zero mean electrostatic potential, and the potential far from a neutral defect returns to that zero. The calculation gives a far potential of about 0.0002 eV or less with both functionals. The scale therefore contributes nothing visible to the shifts below.

In a three-dimensional periodic solid the mean potential is set to zero by convention. It then serves as a common scale if the ions are described identically and the host charge density differs little between the functionals.

## Contribution 2: the explicit change of functional

The self-consistent \(\gamma\) depends on \(\alpha\). Differentiating the energy at fixed electron number gives

\[
\frac{dE_\alpha}{d\alpha}=D[\gamma]+\frac{\delta E_\alpha}{\delta\gamma}\cdot\frac{d\gamma}{d\alpha}=D[\gamma].
\]

The second term vanishes because \(E_\alpha\) is stationary under every allowed change of the occupied orbitals. Subtracting the two charge states,

\[
\frac{d\varepsilon(+/0)}{d\alpha}=D[\gamma_N]-D[\gamma_{N-1}].
\]

For the 13 eV defect at \(\alpha=0\) both sides are \(-0.0718\) eV, the left one from finite differences of self-consistent energies. Multiplied by \(\alpha=0.25\) this predicts \(-0.018\) eV, which is the full calculated shift. The question is thus reduced to one number: why is the change of \(D\) so small?

## Contribution 3: filling a compact state

Take the occupied orbitals of the neutral cell, let \(d\) be the defect orbital and \(\gamma_c\) the density matrix of the others, with density \(n_c\). Fill \(d\) gradually:

\[
\gamma_f(x,x')=\gamma_c(x,x')+f\,d(x)d(x'),\qquad 0\le f\le1 .
\]

The Fock energy is quadratic in \(\gamma\), so the factor \(\tfrac12\) cancels on differentiation:

\[
\frac{dE_x^F}{df}=-\iint w\,\gamma_f\,d(x)d(x')\,dx\,dx'=-K-fJ,
\]

\[
K=\iint w\,\gamma_c\,d(x)d(x')\,dx\,dx',\qquad J=\iint w\,d(x)^2d(x')^2\,dx\,dx'.
\]

The semilocal derivative is \(-u(f)\), with

\[
u(f)=\frac A\pi\int d(x)^2\arctan\!\big[B(n_c+f d^2)\big]dx<\frac A2 .
\]

The difference of the two exchange potentials, seen by \(d\), is \(s(f)=-K-fJ+u(f)\), and

\[
\Delta D=\int_0^1 s(f)\,df=-K-\frac J2+\int_0^1u(f)\,df .
\]

The Fock part falls linearly. The semilocal part rises quickly and saturates, because the arctangent turns over at the low density \(1/B\approx0.027\) Å⁻¹.

For the 13 eV defect \(J=3.437\) eV, and the Fock energy of adding the electron is \(-1.767\) eV. Hence \(K=1.767-3.437/2\approx0.049\) eV. The calculated \(s(f)\) then gives \(u=s+K+fJ\):

| \(f\) | \(s\) (eV) | \(u\) (eV) |
|---|---|---|
| 0 | +0.338 | 0.39 |
| 0.25 | +0.754 | 1.66 |
| 0.50 | +0.037 | 1.80 |
| 0.75 | −0.767 | 1.86 |
| 1 | −1.596 | 1.89 |

The hybrid correction pushes the state up while it is less than about half full and down afterwards. A whole electron passes through both halves. The sum is \(-1.767-(-1.696)=-0.071\) eV, about 4% of the Fock exchange energy of that electron. This near-cancellation is what holds the level in place.

**Relaxation of the other electrons.** The frozen-orbital value of \(\Delta D\) is \(-0.0719\) eV and the self-consistent one \(-0.0718\) eV. Measured from the orbitals of the neutral cell, relaxation changes this derivative by about \(10^{-4}\) eV for this defect. The figure depends on the reference: freezing the orbitals of the positive cell instead gives a \(\Delta D\) smaller in magnitude by about 0.007 eV, still small beside the two exchange energies.

**Eigenvalues.** The filled defect eigenvalue of the neutral cell falls by 0.398 eV in the hybrid, close to \(\alpha s(1)=0.25\times(-1.596)=-0.399\) eV. The empty one of the positive cell rises by 0.076 eV, against \(\alpha s(0)=+0.085\) eV for frozen orbitals. Each eigenvalue samples one end of the path, so eigenvalues of the defect do not share the stability of the level.

Nor is the level the average of the two eigenvalues. At \(\alpha=0\) that average is \((-9.529-11.419)/2=-10.474\) eV, while the level is \(-11.038\) eV. The curvature of \(u(f)\) accounts for this: its mean over the path is 1.696 eV, but the mean of its end values is 1.138 eV. The difference, 0.558 eV, lowers the estimate to \(-11.032\) eV. This combines a frozen-orbital curvature with a relaxed empty eigenvalue. With frozen orbitals throughout, the empty eigenvalue is \(-9.529-3.437+1.890-0.387=-11.463\) eV, the average \(-10.496\) eV and the level \(-11.054\) eV; relaxation raises the average by 0.022 eV and the level by 0.016 eV.

## Contribution 4: filling a band state

Now remove an electron from the valence edge of the perfect host, from an orbital \(k\) spread over a length \(L\). With the other orbitals frozen, the Hartree self-repulsion and the Fock self-exchange make the eigenvalue depend on the occupation as

\[
\varepsilon_k(f)\approx\varepsilon_k(1)-(1-f)(1-\alpha)J_{kk},\qquad J_{kk}\approx\frac1L\int w(u)\,du=\frac{2AR}{L}.
\]

The estimate of \(J_{kk}\) takes the density of \(k\) as uniform, and the small change of the semilocal potential is dropped. Integration over \(f\) gives

\[
E(N)-E(N-1)\approx\varepsilon_k(1)-\frac{(1-\alpha)AR}{L}.
\]

For 24 cells \(L=72\) Å, and the last term is \(24/72=0.333\) eV at \(\alpha=0\) and 0.250 eV at \(\alpha=0.25\). The calculated differences are \(-13.965+14.298=0.333\) eV and \(-14.374+14.624=0.250\) eV. Extrapolating from 12 and 24 cells returns the edge eigenvalue to about 0.005 eV or better for both functionals. In a large crystal the edge eigenvalue is therefore the total-energy level of a spread carrier.

Such a carrier changes the occupation of each cell by a vanishing amount. There is no path from empty to full along which the correction could average out. The valence edge feels the correction of a full state, the conduction edge that of an empty one. To first order in \(\alpha\), with the response of the other electrons neglected,

\[
\Delta\varepsilon_k=\alpha\,\langle k|V_x^F-v_x|k\rangle ,
\]

where \(V_x^F\) has the kernel \(-w\gamma\). This gives \(-0.409\) eV for the valence edge and \(+0.368\) eV for the conduction edge. The self-consistent shifts are \(-0.410\) and \(+0.370\) eV, so the response and higher orders together amount to about 2 meV or less here.

## Two limits of the interaction range

**Long range.** Let \(R\) be much larger than the defect orbital and the decay length of \(\gamma\), but much smaller than \(L\). Where \(w\approx A\), one finds \(J\to A\), while \(K\to A\langle d|\gamma_c|d\rangle=0\) by orthogonality. With \(Bn\gg1\) where the electrons are, \(v_x\to-A/2\). Adding a compact electron then costs \(-A/2\) in both exchange energies, and \(\Delta D\to0\).

For a valence state \(\gamma\) acts as unity, so \(\langle V_x^F\rangle\to-A\); for a conduction state it gives zero. Relative to \(-A/2\), the edges move by \(\mp\alpha A/2=\mp0.5\) eV. The calculated \(-0.410\) and \(+0.370\) eV show this pattern, reduced by the finite range.

**Short range.** If \(R\) is much smaller than every length on which \(\gamma\) varies, then \(\gamma(x,x')\approx n(x)\) within the range of \(w\). The Fock energy becomes \(-\tfrac12(2AR)\int n^2dx=-AR\int n^2dx\). For \(Bn\ll1\) the semilocal bracket is \(Bn^2-Bn^2/2=Bn^2/2\), so \(e_x\to-(A/\pi)(2\pi R)n^2/2=-ARn^2\). The two energies agree, \(D\to0\), and neither edges nor defect levels move. The edges thus move appreciably only when the range of the interaction is not small compared with the lengths on which \(\gamma\) varies. The limit makes both shifts vanish and says nothing about their ratio.

## Between compact and extended

The transition between the two behaviours can be followed in a schematic case. Let the orbital be spread equally over \(m\) compact centres, \(d=m^{-1/2}\sum_j a_j\), with \(w=A\) inside a centre and zero between centres. Other occupied orbitals, orthogonal to the \(a_j\), keep \(Bn\gg1\) everywhere, so the semilocal energy of adding the electron is \(-A/2\) for any \(m\). The self-repulsion is

\[
J=A\sum_{j=1}^m\left(\frac1m\right)^2=\frac Am .
\]

If the other combinations of the \(a_j\) are empty, \(K=0\) and

\[
\Delta D=-\frac{A}{2m}+\frac A2=+\frac A2\left(1-\frac1m\right).
\]

If they are all filled, the rest of the set is \(\sum_ja_ja_j-dd\). Each centre contributes \((1-1/m)/m\), so \(K=A(1-1/m)\) and

\[
\Delta D=-A\left(1-\frac1m\right)-\frac{A}{2m}+\frac A2=-\frac A2\left(1-\frac1m\right).
\]

For \(m=1\) the level stays. For large \(m\) it moves with the conduction edge in the first case and with the valence edge in the second. Already at \(m=2\) it follows by half the edge shift. In this schematic case the level stays only when the interaction is constant over the whole orbital, \(J=A\); being inside the gap is not enough.

## Weighing the shifts

For the 13 eV defect the level moves from \(-11.038\) to \(-11.056\) eV. Measured from the valence edge it moves from 2.927 to 3.319 eV. The two statements are connected by

\[
\Delta[\varepsilon(+/0)-\varepsilon_v]=-0.018-(-0.410)=+0.392\ \text{eV}.
\]

The edge supplies 0.410 eV of this and the level \(-0.018\) eV. The other defects behave alike:

| Defect well (eV) | Level shift (eV) | Shift from valence edge (eV) |
|---|---|---|
| 12 | −0.016 | +0.394 |
| 13 | −0.018 | +0.392 |
| 14 | −0.019 | +0.391 |

The level shifts are 4 to 5% of the valence-edge shift. In all three cases more than 99% of the defect orbital lies within three cells, that is, within about 4.5 Å of the defect centre, and for the 13 eV defect \(J=3.437\) eV is 86% of \(A\), so \(w\) is nearly constant over the orbital. An orbital that merely fits inside \(R=6\) Å is not compact in this sense: shared between two neighbouring 13 eV wells and removed from the filled pair, it shifts about three times as much. Changing the ring from 24 to 16 cells alters the 13 eV level at \(\alpha=0\) by 0.0015 eV, so interaction between repeated charges does not produce the agreement.

## When the agreement fails

The small residue is not guaranteed by a theorem. It measures the error of the semilocal exchange energy for adding one compact electron, and a functional with a larger error there would give a larger shift. The 4% found here belongs to a bounded interaction whose local exchange potential saturates at \(-A/2\); local exchange for the Coulomb interaction does not saturate. For the electron of a hydrogen atom, \(\alpha=0.25\) moves the level by about 0.3 eV when the partner is local-density exchange and by about 0.04 eV when it is PBE, so in real calculations the stability depends on the semilocal functional used. Agreement between two functionals also does not show that either level is right: an error they share, such as the missing correlation here, remains.

Four situations break the argument:

- A shallow state spreads over many cells. Its self-repulsion is small (for the Coulomb interaction, which has no finite range, it falls inversely with the radius of the state), and the level tends to follow its band edge.
- The semilocal functional spreads a carrier that the hybrid localizes, as can happen for a self-trapped hole. The two calculations then compare different states.
- The level lies outside the semilocal gap. The carrier can then occupy a band state, or a shallow state bound to the charged donor, instead of the compact one, and the computed difference no longer describes the compact level.
- Each functional is used at its own relaxed geometry. The difference of the structures adds an elastic and electronic contribution that is absent from \(\Delta D\).

For a compact level to which none of these situations applies, and for which the semilocal exchange error of adding the electron is small, the practical consequence is that the change of its position in the gap from one functional to the other comes mainly from the shift of the host edges on the common scale. The numerical output below lists the values used here.

## Table of computed values

```
hbar^2/2m = 3.8100 eV A^2; interaction A = 4.0 eV, range R = 6.0 A
cell = 3.0 A, cells = 24, grid step = 0.375 A
host well depth = 20.0 eV, well width = 0.7 A, alpha = 0.25
uniform gas n = 0.3 1/A: exchange closed form -0.484259, integral -0.484259 eV/A
host alpha=0.00: valence edge -13.965, conduction edge -5.707, gap 8.258 eV
host alpha=0.25: valence edge -14.374, conduction edge -5.337, gap 9.037 eV
edge shifts: valence -0.410, conduction +0.370 eV
first-order valence edge shift: -0.409 eV
first-order conduction edge shift: +0.368 eV
host E(N)-E(N-1), alpha=0.00: 12 cells -14.632, 24 cells -14.298, extrapolated -13.965 eV
host E(N)-E(N-1), alpha=0.25: 12 cells -14.879, 24 cells -14.624, extrapolated -14.369 eV
defect well 12 eV, alpha=0.00: level -10.349, from valence edge 3.616 eV
  eigenvalue filled -8.860, empty -10.708 eV; weight in 3 cells 0.996; far potential 0.00022 eV
defect well 12 eV, alpha=0.25: level -10.365, from valence edge 4.010 eV
  eigenvalue filled -9.250, empty -10.633 eV; weight in 3 cells 0.996; far potential 0.00021 eV
  shifts: level -0.016, filled eigenvalue -0.389, empty +0.075 eV
defect well 13 eV, alpha=0.00: level -11.038, from valence edge 2.927 eV
  eigenvalue filled -9.529, empty -11.419 eV; weight in 3 cells 0.997; far potential 0.00016 eV
defect well 13 eV, alpha=0.25: level -11.056, from valence edge 3.319 eV
  eigenvalue filled -9.926, empty -11.344 eV; weight in 3 cells 0.997; far potential 0.00016 eV
  shifts: level -0.018, filled eigenvalue -0.398, empty +0.076 eV
defect well 14 eV, alpha=0.00: level -11.741, from valence edge 2.223 eV
  eigenvalue filled -10.216, empty -12.170 eV; weight in 3 cells 0.997; far potential 0.00012 eV
defect well 14 eV, alpha=0.25: level -11.761, from valence edge 2.614 eV
  eigenvalue filled -10.620, empty -12.087 eV; weight in 3 cells 0.998; far potential 0.00012 eV
  shifts: level -0.019, filled eigenvalue -0.404, empty +0.083 eV
well 13 eV: d(level)/d(alpha) by differences -0.0718, D(N)-D(N-1) -0.0718 eV
self-repulsion J_dd of the defect orbital: 3.437 eV
exchange energy of adding the electron: Fock -1.767, semilocal -1.696 eV
s(f) in eV: f=0.00: +0.338, f=0.25: +0.754, f=0.50: +0.037, f=0.75: -0.767, f=1.00: -1.596
frozen-orbital D change: path integral -0.0719, direct -0.0719 eV
well 13 eV, alpha=0: level with 16 cells -11.0391, with 24 cells -11.0376 eV
```
